# Imaginary-time derivation of the static-field tunnelling exponent and transverse momentum distribution

## What fails without it

A uniform static field makes an electron bound in a well of finite range unstable, however weak the field is. Perturbation theory for the bound level gives real energy shifts in powers of the field strength $F$, and a real energy does not decay. The rate found below contains $e^{-c/F}$ with $c>0$. Since $F^{-n}e^{-c/F}\to0$ as $F\to0^+$ for every $n$, all coefficients of its power series in $F$ vanish, and no finite order can show it.

Classical mechanics fails differently: an electron of negative energy starting at the well has no real path through the barrier. It does have a path in complex time. The action on that path gives the exponent and shows why large transverse momenta are suppressed.

## Setting and conventions

Atomic units are used, $\hbar=m=|e|=1$. The force on the electron has magnitude $F>0$ and points along $+z$. Outside the well

$$H=\tfrac12\mathbf k^2-Fz .$$

The well has zero range, sits at the origin and binds one state of energy $-\kappa^2/2$:

$$\phi=A\,\frac{e^{-\kappa r}}{r},\qquad 4\pi A^2\int_0^\infty e^{-2\kappa r}dr=\frac{2\pi A^2}{\kappa}=1,\qquad A^2=\frac{\kappa}{2\pi}.$$

The momentum transverse to the force is $\mathbf p$, with $p=|\mathbf p|$; the $x$ axis is laid along it. The force does not change $\mathbf p$. Two abbreviations are useful:

$$q=\sqrt{\kappa^2+p^2},\qquad f=F/\kappa^3 .$$

The regime is $f\ll1$. The Stark shift and the depletion of the bound state are neglected in the derivation.

## The well as a source

Because $-\nabla^2(1/r)=4\pi\delta(\mathbf r)$, the bound state obeys

$$\left(-\tfrac12\nabla^2+\tfrac12\kappa^2\right)\phi=2\pi A\,\delta(\mathbf r).$$

The well therefore acts as a point source oscillating as $e^{i\kappa^2t/2}$. With the field on, and the source strength kept at its field-free value,

$$i\partial_t\Psi=H\Psi-2\pi A\,\delta(\mathbf r)e^{i\kappa^2t/2},$$

$$\Psi(t_f)=2\pi iA\int_{-\infty}^{t_f}dt'\,U(t_f,t')\,\delta(\mathbf r)\,e^{i\kappa^2t'/2},$$

where $U$ is the evolution operator of $H$.

In the momentum representation $z=i\partial/\partial k_z$, so evolution under $H$ reads

$$\left(\partial_t+F\partial_{k_z}\right)\psi=-\tfrac i2\mathbf k^2\psi .$$

Along the line $\dot k_z=F$ the wave function just gains a phase. The momentum wave function of $\delta(\mathbf r)$ is the constant $(2\pi)^{-3/2}$. The amplitude for final momentum $\mathbf k(t_f)$ is thus

$$a=\frac{2\pi iA}{(2\pi)^{3/2}}\int_{-\infty}^{t_f}dt'\,e^{iW(t')},\qquad W(t')=\frac{\kappa^2t'}2-\frac12\int_{t'}^{t_f}\mathbf k(t)^2dt .$$

This phase is a classical action. With $L=\frac12\mathbf k^2+Fz$ and $\dot{\mathbf r}=\mathbf k$,

$$\frac{d}{dt}(\mathbf k\cdot\mathbf r)=Fz+\mathbf k^2,\qquad L-\frac{d}{dt}(\mathbf k\cdot\mathbf r)=-\tfrac12\mathbf k^2 .$$

Since $\mathbf r(t')=0$, integration gives

$$W=\frac{\kappa^2t'}2+\int_{t'}^{t_f}L\,dt-\mathbf k\cdot\mathbf r\big|_{t_f}.$$

The last term is there because the final momentum, not the final position, is prescribed.

## The complex starting time

Choose $t=0$ as the moment when $k_z=0$, so $k_z=Ft$. This shift of the clock changes $W$ by a real constant. Then

$$W=\frac{q^2t'}2+\frac{F^2t'^3}6-\left(\frac{p^2t_f}2+\frac{F^2t_f^3}6\right).$$

The bracket is real and does not affect probabilities. The endpoint $t'=t_f$ describes the high-momentum tail of the electron still bound; it falls off as $1/\mathbf k(t_f)^2$ and vanishes for $t_f\to\infty$. What remains is

$$I=\int_{-\infty}^{\infty}dt'\exp\left[i\left(\frac{q^2t'}2+\frac{F^2t'^3}6\right)\right].$$

The phase is stationary where

$$q^2+F^2t'^2=0,\qquad t'=\pm i\tau_0,\qquad \tau_0=q/F .$$

This is the condition $\mathbf k(t')^2=-\kappa^2$: the electron starts with its bound-state energy.

The sign follows from the contour. On $t'=s+ic$ the real part of the exponent is

$$-\frac{q^2c}2+\frac{F^2c^3}6-\frac{F^2c\,s^2}2 .$$

For $c>0$ the integrand decays at both ends, so the real contour may be raised into the upper half-plane. At $c=\tau_0$ its magnitude peaks at $s=0$, the saddle. Hence $t_s=+i\tau_0$. The other sign would give an exponentially large probability, and the contour does not lead there.

## The trajectory

From $k_z=Ft$ and $\mathbf r(t_s)=0$,

$$z(t)=\frac F2(t^2+\tau_0^2),\qquad x(t)=p(t-i\tau_0).$$

On the first leg put $t=i\tau$, with $\tau$ falling from $\tau_0$ to zero:

$$z=\frac F2(\tau_0^2-\tau^2),\qquad k_z=iF\tau .$$

The coordinate $z$ is real and the velocity along it imaginary, as befits motion with negative longitudinal kinetic energy. At $t=0$ the electron is at

$$z_e=\frac{F\tau_0^2}2=\frac{q^2}{2F}$$

with $k_z=0$. This is the barrier exit: there $-Fz_e=-\kappa^2/2-p^2/2$, the energy left for longitudinal motion. Transverse motion takes energy $p^2/2$ from it and moves the exit outward.

At real times $x$ keeps the imaginary part $-p\tau_0$. This is no measured displacement. A state of definite $p$ has no definite $x$, and the complex $x(t)$ serves to evaluate the phase.

## The exponent

The imaginary part of $W$ at the saddle is

$$\operatorname{Im}W=\frac{q^2\tau_0}2-\frac{F^2\tau_0^3}6=\frac{q^3}{2F}-\frac{q^3}{6F}=\frac{q^3}{3F}.$$

Since $|e^{iW}|^2=e^{-2\operatorname{Im}W}$, the probability carries the factor

$$\exp\left(-\frac{2q^3}{3F}\right)=\exp\left[-\frac{2(\kappa^2+p^2)^{3/2}}{3F}\right].$$

The barrier integral of stationary semiclassics agrees:

$$2\int_0^{z_e}\sqrt{q^2-2Fz}\,dz=2\left[-\frac{(q^2-2Fz)^{3/2}}{3F}\right]_0^{z_e}=\frac{2q^3}{3F}.$$

Now expand in $p^2/\kappa^2$, using $(1+u)^{3/2}=1+\frac32u+\frac38u^2+\dots$:

$$\frac{2q^3}{3F}=\frac{2\kappa^3}{3F}+\frac{\kappa p^2}F+\frac{p^4}{4\kappa F}+\dots$$

Keeping two terms gives the result sought:

$$\boxed{\;e^{-2q^3/(3F)}\simeq e^{-2\kappa^3/(3F)}\,e^{-\kappa p^2/F}\;}$$

The third term must be small, $p^4\ll4\kappa F$. At the typical value $p^2=F/\kappa$ it equals $f/4$, so the bulk of the distribution is Gaussian when $f\ll1$. Far in the wings the full exponent is needed.

The coefficient of $p^2$ is itself an imaginary time. Before $\tau_0$ is inserted, $2\operatorname{Im}W=q^2\tau-F^2\tau^3/3$. It is stationary in $\tau$, so a small change of $p^2$ acts through the explicit $q^2$ alone:

$$\frac{\partial(2\operatorname{Im}W)}{\partial(p^2)}=\tau_0\;\longrightarrow\;\frac\kappa F\quad(p\to0).$$

A longer imaginary time under the barrier means a narrower momentum distribution.

## Why the boundary term matters

At real $t_f$ both $z$ and $k_z$ are real, so $\operatorname{Im}(\mathbf k\cdot\mathbf r)=-p^2\tau_0$. Dropping $-\mathbf k\cdot\mathbf r$ from $W$ would give

$$2\operatorname{Im}W_{\rm bare}=\frac{2q^3}{3F}-2p^2\tau_0\simeq\frac{2\kappa^3}{3F}-\frac{\kappa p^2}F .$$

The sign of the $p^2$ term is reversed, and transverse motion would seem to help tunnelling.

If the transverse position is wanted instead, the momentum amplitudes must be superposed. For small $p$ their $p$-dependent part at time $t$, when $k_z=Ft$, is $\exp[-(b+it)p^2/2]$ with $b=\kappa/F$. For a transverse position vector $\mathbf x$,

$$\int d^2p\,e^{i\mathbf p\cdot\mathbf x}e^{-(b+it)p^2/2}\propto e^{-\mathbf x^2/[2(b+it)]},$$

with squared modulus

$$\propto\exp\left(-\frac{b\,\mathbf x^2}{b^2+t^2}\right).$$

For $t\gg b$, setting $\mathbf x=\mathbf pt$ returns $e^{-bp^2}=e^{-\kappa p^2/F}$. A distant detector that records positions finds the same momentum distribution.

## The prefactor and the total rate

Near the saddle put $t'=i\tau_0+s$. The second derivative of the exponent is $iF^2t_s=-F^2\tau_0=-Fq$, hence

$$|I|\simeq e^{-q^3/(3F)}\int_{-\infty}^{\infty}e^{-Fqs^2/2}ds=\sqrt{\frac{2\pi}{Fq}}\;e^{-q^3/(3F)}.$$

The neglected cubic term is $iF^2s^3/6$. Its first contribution, half its mean square with $\langle s^6\rangle=15/(Fq)^3$, changes $|I|$ by the relative amount $-5F/(24q^3)$. This is small in the same regime $f\ll1$.

The density in momentum space is

$$|a|^2=\frac{4\pi^2A^2}{8\pi^3}|I|^2=\frac{\kappa}{4\pi^2}|I|^2=\frac{\kappa}{2\pi Fq}e^{-2q^3/(3F)} .$$

It does not depend on $k_z$. Steady emission during $dt$ fills a further strip $dk_z=F\,dt$, so the rate per transverse momentum area is $F|a|^2$:

$$\frac{d\Gamma}{d^2p}=\frac{\kappa}{2\pi q}e^{-2q^3/(3F)}\simeq\frac1{2\pi}e^{-2\kappa^3/(3F)}e^{-\kappa p^2/F}.$$

With $\int d^2p\,e^{-\kappa p^2/F}=\pi F/\kappa$,

$$\Gamma\simeq\frac F{2\kappa}e^{-2\kappa^3/(3F)}.$$

The Gaussian also gives $\langle p^2\rangle=F/\kappa$ for both transverse components together, and $F/(2\kappa)$ for each.

## A worked case

Take $\kappa=1$ and $F=0.05$, so $f=0.05$. The binding energy is $0.5$ hartree (13.6 eV) and the field is $2.57\times10^{10}$ V/m. For $p=0$:

- imaginary time: $\kappa/F=20$ a.u. (0.484 fs);
- barrier exit: $\kappa^2/(2F)=10$ bohr (0.529 nm);
- exponent: $2/(3\times0.05)=13.33$, with $e^{-13.33}=1.62\times10^{-6}$;
- rate: $0.025\times1.62\times10^{-6}=4.05\times10^{-8}$ a.u.

The Gaussian has $\langle p^2\rangle=0.05$, an rms transverse momentum of $0.224$ and a mean transverse energy of $0.025$ hartree (0.68 eV).

For $p=0.2$ one has $q=1.0198$ and $\tau_0=20.396$. The exponent terms are

$$13.3333+0.8000+0.0080=14.1413 .$$

Without the boundary term the value is $14.1413-2(0.04)(20.396)=12.5096$, below the $p=0$ exponent, as the reversed sign requires. At $t=15$ the transverse coordinate is $x=3.00-4.08\,i$ bohr.

## The shape of the distribution

The saddle-point step can be avoided by solving a stationary problem for each $p$:

$$-\tfrac12u''-Fz\,u+\tfrac12q^2u=2\pi A\,\delta(z),$$

with $u$ decaying for $z<0$ and outgoing for large positive $z$. The flux $\operatorname{Im}(u^*u')$ at $z>0$ is proportional to $d\Gamma/d^2p$. Numerical integration of this equation for $\kappa=1$, $F=0.05$ gives, relative to $p=0$:

| $p$ | flux | $e^{-\kappa p^2/F}$ | full exponent |
|---|---|---|---|
| 0.1 | 0.814 | 0.819 | 0.818 |
| 0.2 | 0.438 | 0.449 | 0.446 |
| 0.3 | 0.152 | 0.165 | 0.159 |
| 0.4 | 0.0335 | 0.0408 | 0.0360 |

At $p=0.4$ the Gaussian is about 22% above the flux. The full exponent removes most of this. The factor $\kappa/q=1/1.077$ brings $0.0360$ down to $0.0334$, close to the flux.

The same two corrections narrow the distribution. With $s=\kappa p^2/F$, the weight to first order in $f$ is $e^{-s}(1-fs^2/4-fs/2)$. Using $\int_0^\infty s^ne^{-s}ds=n!$,

$$\frac{\langle p^2\rangle}{F/\kappa}\simeq\frac{1-\frac32f-f}{1-\frac12f-\frac12f}\simeq1-\frac32f .$$

For $f=0.05$ and $0.025$ this gives $0.9250$ and $0.9625$; the numerical flux gives $0.9377$ and $0.9661$, leaving gaps of $0.0127$ and $0.0036$. The gap shrinks by a factor of about 3.5 when $f$ is halved, close to the factor 4 of a second-order remainder.

## The total rate and its error

The decay rate of the zero-range well can also be found from a complex energy $E=-k^2/2$, with $\Gamma=-2\operatorname{Im}E$. From the momentum phase above, the amplitude to return to the origin after time $t$ is $(2\pi it)^{-3/2}e^{-iF^2t^3/24}$: with $k_z$ on the right-hand side taken at mid-time, $\frac12\int k_z^2dt=\frac12k_z^2t+\frac1{24}F^2t^3$, and the momentum integral is Gaussian. Put $\tau=it$. Without the field the outgoing wave near the origin is $1/r-k$; the field adds a constant $D$. The well demands $1/r-\kappa$, so

$$k=\kappa+D,\qquad D=2\pi\int\frac{d\tau}{(2\pi\tau)^{3/2}}e^{E\tau}\left(e^{F^2\tau^3/24}-1\right).$$

The path runs from $0$ to infinity along $\arg\tau=\pi/3$, turned towards real time, where $\tau^3<0$. The integral converges as long as $\operatorname{Re}(E\tau)<0$ on this ray, which holds for all fields in the table below. Iteration with high-precision quadrature gives:

| $\kappa$ | $F$ | $\Gamma$ (a.u.) | $\Gamma$/formula |
|---|---|---|---|
| 1 | 0.1 | $5.46\times10^{-5}$ | 0.858 |
| 1 | 0.05 | $3.74\times10^{-8}$ | 0.924 |
| 1 | 0.025 | $3.15\times10^{-14}$ | 0.960 |
| 0.8 | 0.02 | $4.55\times10^{-10}$ | 0.940 |

At $F=0.05$ the lifetime $1/\Gamma$ is about 650 ps. Halving the field from there lowers the rate by six orders of magnitude, while the deficit $1-\Gamma/\text{formula}$ is multiplied by $0.52$. Between these two fields $\ln(\Gamma/F)$ has slope $-0.665$ against $1/F$; the exponent predicts $-2/3$.

The 7.6% deficit at $F=0.05$ can be traced to three neglected effects:

1. The cubic saddle correction multiplies $|I|^2$ by about $1-5f/12=0.979$.
2. The non-Gaussian weight multiplies the momentum integral by $1-f=0.95$.
3. The Stark shift lowers the level to $-0.50032$ hartree. A deepening $\delta$ raises $\kappa^2/2$ by $\delta$ and the exponent by $2\kappa\delta/F=0.013$, a factor $0.987$.

Their product is $0.918$, against the computed $0.924$. The difference is left to terms of higher order in $f$, not resolved here.

The row with $\kappa=0.8$ has $f=0.039$, and its ratio lies between those for $f=0.025$ and $0.05$. This agrees with scaling: measured in lengths $1/\kappa$ and energies $\kappa^2$, the problem contains $f$ alone, so the ratio depends only on $f$, and in the table it falls steadily as $f$ grows.

## Where the result stops

The barrier exit lies at $\kappa z_e=1/(2f)$ decay lengths. When $f$ is no longer small, the exit approaches the bound state, the saddle is no longer sharp, and the formulas derived from it lose accuracy. The picture of a point source and free flight survives for this well: the complex-energy equation is built on it and does not assume small $f$. Only its integral form is limited. Once $f$ exceeds about 3.5, the width is so large that $\operatorname{Re}(E\tau)>0$ on the ray $\arg\tau=\pi/3$. The field-free term of $D$ then diverges, and $D$ must be continued analytically in $E$.

The free flight starts at the well itself. A Coulomb attraction would act along the path and change $W$, so the prefactor found here does not apply to a neutral atom, whose electron leaves a charged ion behind.

The value $A^2=\kappa/2\pi$ belongs to zero range. Outside a spherical well of radius $R$ the state is still $Ae^{-\kappa r}/r$, but with a different $A$. The source then depends on $\mathbf k^2$ and equals $2\pi A$ at the saddle, where $\mathbf k^2=-\kappa^2$. To leading order in a weak field the exponent and the Gaussian are unchanged, and the prefactor is multiplied by $2\pi A^2/\kappa$. For the lowest state of a square well this factor is $1.69$ at $\kappa R=0.5$ and $2.97$ at $\kappa R=1$.

The source was also independent of direction. A source amplitude $g(\mathbf k)$ would enter under the time integral and, if smooth, be evaluated at the saddle. If it vanishes at $p=0$ for every $k_z$, as for a bound state with a node along the field axis, the distribution is to leading order the Gaussian multiplied by $|g|^2$ and is zero at its centre. If $g$ vanishes at $p=0$ only for the saddle value of $k_z$, its variation across the saddle decides, and a central minimum need not appear.
